# The leading three-loop energy shift of hydrogen S states

## Problem

An electron of mass $m$ is bound in an S state by a point nucleus of charge $Z$. Radiative corrections with three loops change its energy. At leading order in $Z\alpha$ they enter through three constants, which measure how the electron and the vacuum respond to a weak static field.

The derivation uses units with $\hbar=c=1$ and $e^2=4\pi\alpha$; the final energy is converted to hartree and hertz. Let $\mathbf q$ be the momentum given to the electron by the static field, with $q^2=|\mathbf q|^2$. The three-loop parts, as coefficients of $(\alpha/\pi)^3$, are:

- the slope $s$ of the Dirac form factor, $F_1=1-s\,q^2/m^2+\dots$;
- the magnetic anomaly $a=F_2(0)$;
- the polarization slope $p$, defined by the factor $1+p\,q^2/m^2+\dots$ that multiplies the Coulomb interaction.

The coupling is defined on shell, and only electron loops are kept. With $a_4=\mathrm{Li}_4(1/2)$ and $L=\ln 2$, the constants are

$$s=-\tfrac{217}{9}a_4+\tfrac{25}{8}\zeta(5)-\tfrac{17}{24}\pi^2\zeta(3)-\tfrac{2929}{288}\zeta(3)-\tfrac{217}{216}L^4-\tfrac{103}{1080}\pi^2L^2+\tfrac{41671}{2160}\pi^2L+\tfrac{3899}{25920}\pi^4-\tfrac{454979}{38880}\pi^2-\tfrac{77513}{186624},$$

$$a=\tfrac{100}{3}a_4-\tfrac{215}{24}\zeta(5)+\tfrac{83}{72}\pi^2\zeta(3)+\tfrac{139}{18}\zeta(3)+\tfrac{25}{18}L^4-\tfrac{25}{18}\pi^2L^2-\tfrac{298}{9}\pi^2L-\tfrac{239}{2160}\pi^4+\tfrac{17101}{810}\pi^2+\tfrac{28259}{5184},$$

$$p=\tfrac{8135}{9216}\zeta(3)-\tfrac{1}{15}\pi^2L+\tfrac{23}{360}\pi^2-\tfrac{325805}{373248}.$$

These closed forms are data of the exercise. The three-loop diagrams behind them are not evaluated here.

With $\mu$ the reduced mass, define $C_{40}$ by

$$E=\left(\frac{\alpha}{\pi}\right)^3\frac{(Z\alpha)^4}{n^3}\,m\left(\frac{\mu}{m}\right)^3C_{40}.$$

1. Express $C_{40}$ through $s$, $a$ and $p$.
2. Find its closed form and its value.
3. Find the shift of the hydrogen 1S level.

## Hints

1. Evaluate the charge component of the vertex between Dirac spinors, up to order $q^2/m^2$. The anomaly contributes even without an external magnetic field.
2. A correction proportional to $q^2$ cancels the $1/q^2$ of the Coulomb potential. What is the Fourier transform of a constant?
3. The density at the nucleus follows from the mean force, and the mean force from $\langle 1/r^2\rangle$.
4. Add the rational coefficients before inserting numbers. The separate terms are much larger than their sum.

## Solution

### The charge vertex

Let the electron momentum change from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$. The field is static, so $q^0=0$. To the order needed, the normalized spinor is

$$u(\mathbf k)=\left(1-\frac{k^2}{8m^2}\right)\begin{pmatrix}\varphi\\ \dfrac{\boldsymbol\sigma\cdot\mathbf k}{2m}\varphi\end{pmatrix}.$$

The $F_1$ part of the vertex is $\bar u'\gamma^0u=u'^\dagger u$. Between two-component spinors it gives

$$1-\frac{k^2+k'^2}{8m^2}+\frac{(\boldsymbol\sigma\cdot\mathbf k')(\boldsymbol\sigma\cdot\mathbf k)}{4m^2}.$$

Now use $(\boldsymbol\sigma\cdot\mathbf k')(\boldsymbol\sigma\cdot\mathbf k)=\mathbf k'\cdot\mathbf k+i\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k)$, together with $\mathbf k'\cdot\mathbf k=(k^2+k'^2-q^2)/2$ and $\mathbf k'\times\mathbf k=\mathbf q\times\mathbf k$. The terms in $k^2+k'^2$ cancel:

$$u'^\dagger u\to1-\frac{q^2}{8m^2}+\frac{i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf k)}{4m^2}.$$

The $F_2$ part contains $i\sigma^{0\nu}q_\nu/(2m)$. Since $\sigma^{0i}=i\gamma^0\gamma^i$ and lowering a spatial index gives $q_i=-q^i$,

$$i\sigma^{0i}q_i=i\cdot i\,\gamma^0\gamma^i(-q^i)=\gamma^0\,\boldsymbol\gamma\cdot\mathbf q.$$

The $\gamma^0$ in $\bar u'$ removes the one on the right. The blocks of $\boldsymbol\gamma$ are $\boldsymbol\sigma$ above and $-\boldsymbol\sigma$ below the diagonal, so

$$u'^\dagger\boldsymbol\gamma\cdot\mathbf q\,u\to\frac{(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf k)-(\boldsymbol\sigma\cdot\mathbf k')(\boldsymbol\sigma\cdot\mathbf q)}{2m}=\frac{-q^2+2i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf k)}{2m}.$$

Here $\mathbf q\cdot\mathbf k-\mathbf k'\cdot\mathbf q=-q^2$ and $\mathbf k'\times\mathbf q=-\mathbf q\times\mathbf k$. Multiplication by $F_2/(2m)$ gives the spin-independent term $-F_2q^2/(4m^2)$.

Multiplied by the potential, the spin terms become proportional to $\boldsymbol\sigma\cdot(\nabla V\times\mathbf k)=(V'/r)\,\boldsymbol\sigma\cdot\mathbf L$ in position space. They vanish for S states, where $\mathbf L\psi=0$. The remaining charge factor is

$$F_1\left(1-\frac{q^2}{8m^2}\right)-F_2\frac{q^2}{4m^2}.$$

The term $-q^2/(8m^2)$ with $F_1=1$ is the Darwin term, already contained in the Dirac energy. It has no loop correction at this order, because $F_1(0)=1$ holds with all loops included.

### From the vertex to a contact potential

The Coulomb potential energy is $V(\mathbf q)=-4\pi Z\alpha/q^2$. The three-loop part of its correction factor, linear in $q^2$, is $(\alpha/\pi)^3(-s-a/4+p)\,q^2/m^2$. Therefore

$$\delta V(\mathbf q)=\left(\frac{\alpha}{\pi}\right)^3\frac{4\pi Z\alpha}{m^2}\left(s+\frac a4-p\right).$$

Products of lower-loop factors, such as a one-loop polarization with a two-loop slope, can also be of third order in $\alpha/\pi$. They start at $q^4$, however, and after division by $q^2$ they still vanish at $q=0$. They contribute at higher order in $Z\alpha$, as does the repeated action of contact potentials.

The slope $s$ is free of infrared logarithms. Soft photons multiply $F_1$ by an exponential whose logarithmic exponent is linear in $\alpha$ and starts at $q^2$. In the term linear in $q^2$, this logarithm multiplies the value of the remaining factor at $q=0$, which is 1. It therefore appears at one loop and not at three.

Since $\delta V(\mathbf q)$ is constant, its Fourier transform is that constant times $\delta^3(\mathbf r)$. The signs have a direct meaning. A positive slope spreads the electron's charge and weakens the attraction near the nucleus, which raises the level. A positive anomaly acts in the same direction. Positive $p$ strengthens the attraction at short distance and lowers the level.

### The density at the nucleus

Write the S-state wave function as $\psi=u(r)/(\sqrt{4\pi}\,r)$, with $u''=2\mu(V-E)u$. Multiply by $u'$ and integrate from 0 to infinity. The left side is $-u'(0)^2/2$. On the right, integration by parts gives $-\mu\int V'u^2dr$; the boundary term vanishes because $u^2\sim r^2$ at the origin. Hence

$$|\psi(0)|^2=\frac{u'(0)^2}{4\pi}=\frac{\mu}{2\pi}\langle V'\rangle=\frac{\mu Z\alpha}{2\pi}\left\langle\frac1{r^2}\right\rangle.$$

For the mean value, treat $l$ as continuous in the radial Hamiltonian at fixed radial number $n_r$. The energy is $-\mu(Z\alpha)^2/[2(n_r+l+1)^2]$. Its derivative with respect to $l$ equals the mean derivative of the centrifugal term:

$$\frac{\mu(Z\alpha)^2}{n^3}=\frac{2l+1}{2\mu}\left\langle\frac1{r^2}\right\rangle.$$

At $l=0$ this gives $\langle1/r^2\rangle=2\mu^2(Z\alpha)^2/n^3$, and so

$$|\psi(0)|^2=\frac{(Z\alpha\mu)^3}{\pi n^3}.$$

### The combination

The first-order energy is the contact strength times this density:

$$E=\left(\frac\alpha\pi\right)^3\frac{4\pi Z\alpha}{m^2}\left(s+\frac a4-p\right)\frac{(Z\alpha\mu)^3}{\pi n^3}.$$

The factor $1/m^2$ comes from the electron's vertex and from the electron loops in the vacuum, so it keeps the mass $m$; the orbital density has $\mu^3$. Since $\mu^3/m^2=m(\mu/m)^3$,

$$\boxed{C_{40}=4s+a-4p}$$

The parts of this derivation can be checked separately. With explicit spinors at momenta of $0.02\,m$, the $q^2$ coefficients that multiply $F_1$ (the Darwin term) and $F_2$ are $-0.12496/m^2$ and $-0.24995/m^2$, against $-1/(8m^2)$ and $-1/(4m^2)$. The anomaly energy in the Dirac 1S state, divided by $a(Z\alpha)^4m$, is 1.000080 for $Z=1$.

For the slope, a Schrödinger problem with a charge smeared over $b=10^{-3}$ bohr, diagonalized in a basis of 25 Laguerre functions, gives a factor 3.98 in place of 4, for both 1S and 2S after removal of $1/n^3$. The potential change is $e^{-r/b}/r$ in atomic units, and its 1S mean is $4b^2/(1+2b)^2$. To first order the 1S factor is therefore $4/(1.002)^2=3.9840$. The basis is too coarse to resolve how the wave function changes within the distance $b$, so it stays close to this first-order value. That change lowers the factor by a further $4b=0.004$, to 3.980 for both states, so only the digits 3.98 of the basis result are meaningful. Both corrections vanish as $b\to0$, where the factor tends to 4.

### The closed form

The coefficients of $4s+a-4p$ are added one by one:

- $a_4$: $-\frac{868}{9}+\frac{300}{9}=-\frac{568}{9}$
- $\zeta(5)$: $\frac{300}{24}-\frac{215}{24}=\frac{85}{24}$
- $\pi^2\zeta(3)$: $-\frac{204}{72}+\frac{83}{72}=-\frac{121}{72}$
- $\zeta(3)$: $\frac{-93728+17792-8135}{2304}=-\frac{84071}{2304}$
- $L^4$: $-\frac{217}{54}+\frac{75}{54}=-\frac{71}{27}$
- $\pi^2L^2$: $-\frac{103}{270}-\frac{375}{270}=-\frac{239}{135}$
- $\pi^2L$: $\frac{41671-17880+144}{540}=\frac{4787}{108}$
- $\pi^4$: $\frac{3899-717}{6480}=\frac{1591}{3240}$
- $\pi^2$: $\frac{-454979+205212-2484}{9720}=-\frac{252251}{9720}$
- $1$: $\frac{-155026+508662+325805}{93312}=\frac{679441}{93312}$

Thus

$$C_{40}=-\tfrac{568}{9}a_4+\tfrac{85}{24}\zeta(5)-\tfrac{121}{72}\pi^2\zeta(3)-\tfrac{84071}{2304}\zeta(3)-\tfrac{71}{27}L^4-\tfrac{239}{135}\pi^2L^2+\tfrac{4787}{108}\pi^2L+\tfrac{1591}{3240}\pi^4-\tfrac{252251}{9720}\pi^2+\tfrac{679441}{93312}.$$

### The value

The cancellation is strong. In $s$, the positive terms add to 149.87226708 and the negative ones to $-149.70054706$, which leaves $s=0.17172002$. In $a$, the sums are 254.35050780 and $-253.16926634$, which leave $a=1.18124146$. The polarization slope is $p=0.36265444$. Therefore

$$C_{40}=0.68688008+1.18124146-1.45061776=0.417504.$$

To four digits, $C_{40}=0.4175$.

The value of $a$ can be compared with the recommended electron anomaly. Subtracting the one-loop term $\alpha/(2\pi)$ and the two-loop term, with coefficient $\frac{197}{144}+\frac{\pi^2}{12}-\frac{\pi^2L}{2}+\frac34\zeta(3)$, and dividing by $(\alpha/\pi)^3$ gives 1.1772. This needs the anomaly and $\alpha$ from the same adjustment at full precision; rounding $\alpha$ to 0.0072973526 already lowers the result by about 0.0004. The difference of 0.004 from $a$ is of the size expected from a four-loop term, which is suppressed by $\alpha/\pi\approx0.0023$. This is a consistency check, since the recommended constants are adjusted together. There is no comparable separate check here of $s$ and $p$.

### The hydrogen 1S level

In hartree units $mc^2=E_h/\alpha^2$. For $Z=n=1$ the powers of $\alpha$ combine as $\alpha^3\alpha^4/\alpha^2=\alpha^5$:

$$E_{1S}=E_h\frac{\alpha^5}{\pi^3}\left(\frac\mu m\right)^3C_{40}.$$

With $\alpha=0.0072973526$ and $(\mu/m)^3=0.998368$, the factor before $C_{40}$ is $6.66297\times10^{-13}$ hartree, or 4384.02 Hz after division by $h$. Hence

$$E_{1S}=2.782\times10^{-13}\ \text{hartree},\qquad \frac{E_{1S}}h=4384.02\times0.417504\ \text{Hz}\approx1.83\ \text{kHz}.$$

The slope contributes $+3011$ Hz, the anomaly $+5179$ Hz and polarization $-6360$ Hz. Polarization thus cancels about 78% of the upward shift. Omitting any one of the three would change the result by more than the total of 1.83 kHz.

This is the leading three-loop term, not the whole Lamb shift. Three-loop terms with more powers of $Z\alpha$, muon and hadron loops, and recoil beyond the reduced-mass factor are left out. The expansion in $Z\alpha$ becomes unreliable for heavy nuclei, where $Z\alpha$ is no longer small.

## Variation 1: the 1S–2S interval

**Question.** How does the three-loop term change the interval $E_{2S}-E_{1S}$?

**Solution.** The contact potential is the same for both states, and the density at the nucleus falls as $1/n^3$. The 2S level therefore rises by $1830.3/8=228.8$ Hz. The interval changes by

$$228.8-1830.3\approx-1602\ \text{Hz}.$$

Both levels move up, but the lower one moves further, so the interval shrinks by about 1.6 kHz.

## Variation 2: one-loop polarization and its next correction

**Question.** At one loop the Coulomb factor is $1+U$, with

$$U(q^2)=\frac{2\alpha}{\pi}\int_0^1dv\,v(1-v)\ln\left[1+\frac{q^2}{m^2}v(1-v)\right].$$

Find the S-state energy at leading order. Then use the equivalent potential

$$\delta V(r)=-\frac{Z\alpha}{r}\frac{2\alpha}{3\pi}\int_1^\infty dx\left(1+\frac1{2x^2}\right)\frac{\sqrt{x^2-1}}{x^2}e^{-2mxr}$$

to find how its 1S expectation value departs from that limit. Take $\mu=m$.

**Solution.** To first order in $q^2$ the logarithm equals its argument minus 1. The slope, as a coefficient of $\alpha/\pi$, is $2\int_0^1v^2(1-v)^2dv=2/30=1/15$. By the rule $-4p$, the energy is $-\frac4{15}(\alpha/\pi)(Z\alpha)^4m/n^3$.

For the second part, the 1S radial density is $4\kappa^3r^2e^{-2\kappa r}$ with $\kappa=Z\alpha m$. The mean of $e^{-2mxr}/r$ is

$$4\kappa^3\int_0^\infty r\,e^{-2(\kappa+mx)r}dr=\frac{\kappa^3}{(\kappa+mx)^2}.$$

With $t=1/x$, the energy in units of $(\alpha/\pi)(Z\alpha)^4m$ becomes

$$-\frac23\int_0^1\frac{t\sqrt{1-t^2}\,(1+t^2/2)}{(1+Z\alpha t)^2}dt.$$

At $Z\alpha\to0$ the integral is $\frac13+\frac1{15}=\frac25$, which gives $-\frac4{15}$ again. To next order, $(1+Z\alpha t)^{-2}\approx1-2Z\alpha t$, and the correction needs

$$\int_0^1t^2\sqrt{1-t^2}\left(1+\frac{t^2}2\right)dt=\frac\pi{16}+\frac\pi{64}=\frac{5\pi}{64}.$$

The result is $-\frac4{15}+\frac{5\pi}{48}Z\alpha$. At $Z\alpha=10^{-4}$ this is $-0.266634$, in agreement with direct quadrature. The correction is positive because the electron density falls away from the nucleus over the range of the potential, so the contact limit slightly overestimates the attraction.

## Computed results

```
Terms: basis value | in s | in a | in p (dimensionless)
a4          0.517479062 | -12.47699515 | 17.24930206 | 0.00000000
zeta5       1.036927755 | 3.24039923 | -9.28914447 | 0.00000000
pi^2 zeta3  11.863826102 | -8.40354349 | 13.67635509 | 0.00000000
zeta3       1.202056903 | -12.22508566 | 9.28255053 | 1.06106043
ln2^4       0.230835099 | -0.23190378 | 0.32060430 | 0.00000000
pi^2 ln2^2  4.741881181 | -0.45223496 | -6.58594608 | 0.00000000
pi^2 ln2    6.841088464 | 131.97916545 | -226.51604025 | -0.45607256
pi^4        97.409091034 | 14.65270239 | -10.77813554 | 0.00000000
pi^2        9.869604401 | -115.49544086 | 208.37049983 | 0.63055806
1           1.000000000 | -0.41534315 | 5.45119599 | -0.87289148
Exact coefficients of C40 (dimensionless):
  a4          -568/9
  zeta5       85/24
  pi^2 zeta3  -121/72
  zeta3       -84071/2304
  ln2^4       -71/27
  pi^2 ln2^2  -239/135
  pi^2 ln2    4787/108
  pi^4        1591/3240
  pi^2        -252251/9720
  1           679441/93312
slope s = 0.17172002 (dimensionless)
anomaly a = 1.18124146 (dimensionless)
polarization slope p = 0.36265444 (dimensionless)
4s = 0.686880, -4p = -1.450618 (dimensionless)
C40 = 0.417504 (dimensionless)
a from recommended data = 1.1772 (dimensionless)
spinor test: q^2 coefficient of F1 = -0.12496 1/m^2
spinor test: q^2 coefficient of F2 = -0.24995 1/m^2
Dirac 1S anomaly factor = 1.000080 (dimensionless)
smeared charge factor, 1S = 3.9836 (dimensionless)
smeared charge factor, 2S = 3.9836 (dimensionless)
one-loop polarization slope = 0.066666 (dimensionless)
one-loop polarization energy = -0.266634 (alpha/pi)(Z alpha)^4 m c^2
alpha = 0.0072973526 (dimensionless)
reduced-mass factor (mu/m)^3 = 0.99836793 (dimensionless)
1S energy for C40 = 1: 6.66297e-13 hartree
1S frequency for C40 = 1: 4384.02 Hz
1S slope part = 3011.3 Hz
1S anomaly part = 5178.6 Hz
1S polarization part = -6359.5 Hz
1S total energy = 2.78181e-13 hartree
1S total shift = 1830.3 Hz = 1.830 kHz
2S total shift = 228.8 Hz
change of 1S-2S interval = -1601.6 Hz
```
